# Converting Ramp Breakdown Voltage to Constant-Voltage Lifetime under Power-Law Damage

## A ramp of seconds and a life of decades

The voltage across an oxide rises from zero at 1 V/s, and the oxide breaks at 4.5 V. The ramp has lasted 4.5 s. If the damage rate grows as the 40th power of the voltage, the same damage is done by 0.11 s at a constant 4.5 V, or by about 57 years at a constant 2.5 V. Why is the first time so much shorter than the ramp, and what does the second rest on?

These values are round model parameters and describe no particular oxide. Voltages are in volts and times in seconds; the numerical output follows the text.

## The damage law

Let $V$ be the voltage across the oxide itself, without any drop in contacts or leads. For a given sample at fixed temperature and polarity, assume that the time to breakdown at constant voltage is

$$t_{\rm BD}(V)=C\,V^{-n},\qquad n>0. \tag{1}$$

The constant $C$ has the unit s V$^n$. It may differ from sample to sample, while $n$ is taken to be common to all.

Equation (1) says nothing yet about a changing voltage. For that we need a second assumption: damage $D$ accumulates at a rate set by the present voltage alone,

$$\frac{dD}{dt}=\frac{1}{t_{\rm BD}(V(t))}=\frac{V(t)^n}{C}, \tag{2}$$

starting from $D=0$, with breakdown at $D=1$. At constant voltage this gives $D=t/t_{\rm BD}$, which reaches one at $t=t_{\rm BD}$, as it must. Equation (2) excludes recovery, self-heating and any memory of the order in which voltages were applied.

## The equivalent time

Let the ramp be $v(t)=Rt$, with $R>0$, and let breakdown occur at $v=V_b$, hence at time $T=V_b/R$. The equivalent time $t_{\rm eq}$ at a constant voltage $V$ is defined by equal damage:

$$\frac{V^n}{C}\,t_{\rm eq}=\int_0^{T}\frac{v(t)^n}{C}\,dt .$$

Multiplying by $C/V^n$ removes the unknown constant:

$$t_{\rm eq}=\int_0^T\left(\frac{v(t)}{V}\right)^n dt. \tag{3}$$

On the ramp $dv=R\,dt$, so $dt=dv/R$, and the limits $t=0,\,T$ become $v=0,\,V_b$:

$$t_{\rm eq}=\frac{1}{RV^n}\int_0^{V_b}v^n\,dv
=\frac{1}{RV^n}\left[\frac{v^{n+1}}{n+1}\right]_0^{V_b}.$$

The lower limit contributes zero because $n+1>0$. Therefore

$$\boxed{t_{\rm eq}(V)=\frac{V_b^{\,n+1}}{R\,(n+1)\,V^n}} \tag{4}$$

The unit is V$^{n+1}$/(V s$^{-1}$ V$^n$) = s. Since the sample broke at the end of the ramp, $t_{\rm eq}(V)$ is also its projected lifetime at $V$, provided that (1) holds at that voltage too.

## Reading the two factors

Equation (4) can be written as

$$t_{\rm eq}(V)=\frac{T}{n+1}\left(\frac{V_b}{V}\right)^n. \tag{5}$$

The first factor is the equivalent time at the breakdown voltage itself. Here it is

$$t_{\rm eq}(V_b)=\frac{4.5\ \text{s}}{41}=0.110\ \text{s}.$$

The second factor carries this time to another voltage. For $V=2.5$ V the ratio is $V_b/V=1.8$, and $1.8^{40}=1.625\times10^{10}$, so

$$t_{\rm eq}=0.10976\ \text{s}\times1.625\times10^{10}=1.78\times10^{9}\ \text{s}\approx 57\ \text{years}.$$

Direct integration of (3) gives the same value. In the limit $n\to0$ the damage rate no longer depends on voltage, and (5) returns the ramp duration $T$, as it should.

## Where on the ramp the damage is done

The fraction of the total damage done below a voltage $v$ is the ratio of two integrals of the same form:

$$\frac{D(v)}{D(V_b)}=\frac{v^{n+1}/(n+1)}{V_b^{n+1}/(n+1)}=\left(\frac{v}{V_b}\right)^{n+1}. \tag{6}$$

Setting it to one half gives $v_{1/2}=V_b\,2^{-1/(n+1)}=4.425$ V. Half of the damage is done in the last 0.075 V, that is, in the last 0.075 s. This is why the equivalent time at $V_b$ is so much shorter than the ramp.

It also shows what a late start does. If the voltage is switched at once to $V_s$ and ramped from there to the same $V_b$, the lower limit of the integral is $V_s$, and (4) acquires the factor

$$1-\left(\frac{V_s}{V_b}\right)^{n+1}.$$

For $V_s=0.9\,V_b=4.05$ V this is 0.987. Leaving out nine tenths of the ramp lowers the equivalent time by 1.3 percent.

## A ramp made of steps

A voltage source may produce a staircase instead of a smooth ramp. Let the levels be $\Delta V,2\Delta V,\dots,V_b$, each held for $\Delta V/R$, and let breakdown come at the end of the last dwell. Equation (3) becomes a sum,

$$t_{\rm stair}=\frac{1}{RV^n}\,\Delta V\sum_k f(v_k),\qquad f(v)=v^n,\quad v_k=k\,\Delta V.$$

To compare it with the integral, expand $f$ about the upper end of one step and integrate over that step:

$$\int_{v_k-\Delta V}^{v_k}f\,dv=\Delta V f(v_k)-\frac{\Delta V^2}{2}f'(v_k)+\frac{\Delta V^3}{6}f''(v_k)-\dots$$

Summing over the steps and solving for the first term on the right gives

$$\Delta V\sum f=\int_0^{V_b} f\,dv+\frac{\Delta V}{2}\Big(\Delta V\sum f'\Big)-\frac{\Delta V^2}{6}\Big(\Delta V\sum f''\Big)+\dots$$

The same relation, applied to $f'$ and $f''$, gives to the order needed

$$\Delta V\sum f'=\big[f\big]_0^{V_b}+\frac{\Delta V}{2}\big[f'\big]_0^{V_b},\qquad \Delta V\sum f''=\big[f'\big]_0^{V_b}.$$

The coefficient of $\Delta V^2[f']$ is then $\tfrac14-\tfrac16=\tfrac1{12}$. For $n>1$ both $f$ and $f'$ vanish at zero, so

$$\Delta V\sum f\approx\frac{V_b^{n+1}}{n+1}+\frac{\Delta V}{2}V_b^n+\frac{\Delta V^2}{12}\,nV_b^{n-1}.$$

Dividing by the first term, with $h=\Delta V/V_b$,

$$\frac{t_{\rm stair}}{t_{\rm eq}}\approx1+\frac{(n+1)h}{2}+\frac{n(n+1)h^2}{12}. \tag{7}$$

For steps of 0.05 V, $h=1/90$, and the factor is $1+0.228+0.017=1.245$; the explicit sum agrees to within $2\times10^{-4}$. A step of about one percent of $V_b$ changes the time by 24 percent, because what counts is $(n+1)h$, not $h$.

The moment of breakdown within the last dwell matters as well. That whole dwell contributes $\Delta V\,V_b^n$ to the sum, which is $(n+1)h=41/90=0.456$ of the continuous result. If breakdown comes at its very beginning, the factor is $1.245-0.456=0.789$. With a staircase, the time of breakdown should therefore be recorded as well as the level.

## Why one clock is enough, and when it is not

Breakdown may need several microscopic events in succession. Equation (4) survives this if every event rate carries the same factor $V^n$. Let $p$ be the vector of probabilities of the successive states, and let

$$\frac{dp}{dt}=V(t)^n K\,p,$$

where the matrix $K$ does not depend on voltage. Define a new clock by $ds=V(t)^n\,dt$. Dividing the equation by $V^n$ gives $dp/ds=Kp$, with the solution

$$p=e^{Ks}p(0),\qquad s=\int V(t)^n\,dt. \tag{8}$$

The state depends on the voltage history through $s$ alone. Equal $s$ is just the condition (3), so the ramp and the equivalent constant stress give the same probability of breakdown.

Take a chain intact → damaged → broken, with stage rates $a=6$ s$^{-1}$ and $b=9$ s$^{-1}$ at $V_b$. With both exponents equal to 40, a rising ramp, the same ramp run downwards from $V_b$ to zero, and a hold at 4.0 V for the equivalent 12.2 s all leave a broken fraction of 0.192.

Now give the second stage the exponent $m=20$ and keep $n=40$ for the first. The broken fractions become 0.2272 for the rising ramp, 0.3445 for the falling one and 0.4475 for the hold. Formula (4) no longer gives an equivalent stress.

The effect of order can be seen at lowest order in the rates, where the broken fraction is the integral of the product of the two rates over all times $t_1<t_2$. Put $x=v/V_b$, so that $dt=T\,dx$ in magnitude. On the rising ramp the first event happens at the lower voltage:

$$abT^2\int_0^1dx_2\,x_2^m\int_0^{x_2}dx_1\,x_1^n=\frac{abT^2}{(n+1)(n+m+2)}.$$

On the falling ramp the first event happens at the higher voltage:

$$abT^2\int_0^1dx_1\,x_1^n\int_0^{x_1}dx_2\,x_2^m=\frac{abT^2}{(m+1)(n+m+2)}.$$

Their ratio, falling to rising, is $(n+1)/(m+1)=41/21\approx2$. The less steep second stage stays active down to lower voltages, and this helps only if the first event has already happened. In the example the rates are not small, and the ratio found is $0.3445/0.2272=1.5$; the lowest order gives the direction of the effect, not its size.

For the hold, the time was chosen to match the first stage, whose integrated rate is $6\times0.110=0.66$. The second stage slows down less between 4.5 and 4.0 V, so its integrated rate exceeds the value $9\times0.110=0.99$ of the equal-exponent case by the factor $(4.5/4.0)^{20}\approx10.5$. Nearly every damaged chain then breaks, and the broken fraction approaches its ceiling $1-e^{-0.66}=0.48$.

## Finding the exponent from the ramp rate

For one value of $C$, breakdown comes when $\int v^n\,dt=C$. On a ramp this reads

$$\frac{V_b^{n+1}}{R(n+1)}=C\quad\Longrightarrow\quad V_b=\big[(n+1)CR\big]^{1/(n+1)}. \tag{9}$$

Taking the logarithm of the ratio of two such results,

$$n+1=\frac{\ln(R_2/R_1)}{\ln(V_{b2}/V_{b1})}.$$

At 0.1, 1 and 10 V/s the example breaks at 4.254, 4.500 and 4.760 V. The outer pair gives $n+1=\ln100/\ln(4.760/4.254)=4.605/0.1124=41.0$. The slope yields $n+1$ and not $n$, because the equivalent time at $V_b$, which is $V_b/[R(n+1)]$ by (5), is proportional to $V_b/R$ and not to $1/R$ alone: the voltage range in which most of the damage is done widens in proportion to $V_b$. A factor of 100 in rate moves $V_b$ by only half a volt, so the voltages must be measured well. Moreover, a sample breaks only once: the voltages at different rates come from different samples, whose values of $C$ differ. The formula should therefore be applied to the median $V_b$ of many samples at each rate, not to single samples. Even then $n$ is known only roughly. If the lifetimes scatter as in the next section ($\beta=1.5$), medians of 100 samples at each of the two outer rates leave $n$ uncertain by about $\pm1.2$ (one standard deviation), which is a factor of about 2 in the projected time at 2.5 V.

## A population of samples

Let the lifetimes at constant $V$ follow a Weibull distribution with shape $\beta$ and scale $\tau$:

$$F(t)=1-\exp\left[-\left(\frac{t}{\tau}\right)^{\beta}\right].$$

A sample has broken by the time the ramp reaches $V_b$ if its lifetime at $V$ is less than $t_{\rm eq}$. We therefore insert (4) for $t$. With $V_0$ defined by $V_0^{n+1}=R(n+1)V^n\tau$, we have $t_{\rm eq}/\tau=(V_b/V_0)^{n+1}$, and

$$F(V_b)=1-\exp\left[-\left(\frac{V_b}{V_0}\right)^{\beta(n+1)}\right]. \tag{10}$$

The breakdown voltages are again Weibull distributed, with shape $\beta(n+1)$. For $\beta=1.5$ this is 61.5; a simulated population of 20000 samples gives 62.0. A wide spread in lifetime appears as a narrow spread in voltage.

Since $t_{\rm eq}$ increases with $V_b$, the order of the samples is preserved, and the median voltage converts to the median lifetime. Means do not convert in this way. The function $V_b^{n+1}$ is convex, so its value at the mean voltage lies below its mean value. In the simulated population, the time computed from the mean $V_b$ is 0.76 of the mean lifetime. Convert each voltage first, or use quantiles.

## How errors are amplified

The logarithm of (4) is

$$\ln t_{\rm eq}=(n+1)\ln V_b-\ln R-\ln(n+1)-n\ln V.$$

Its derivatives are

$$\frac{\partial\ln t_{\rm eq}}{\partial\ln V_b}=n+1,\qquad
\frac{\partial\ln t_{\rm eq}}{\partial n}=\ln\frac{V_b}{V}-\frac1{n+1}. \tag{11}$$

A value of $V_b$ that is 1 percent too high multiplies the projected time by $1.01^{41}=1.50$. The derivative with respect to $n$ is $0.5878-0.0244=0.5634$. If $n$ is 38 instead of 40 at the same $V_b$, the time is multiplied by 0.324, and 57 years become 18.

## What the ramp cannot tell

By (6), the ramp samples the damage law within a few tenths of a volt of $V_b$. Going down to 2.5 V is an extrapolation. To see its weight, replace the power law by a damage rate proportional to $e^{\gamma v}$. The equivalent time is then

$$t_{\rm exp}(V)=\int_0^{T}e^{\gamma(Rt-V)}dt=\frac{e^{\gamma(V_b-V)}-e^{-\gamma V}}{\gamma R}. \tag{12}$$

Choose $\gamma=(n+1)/V_b=9.11$ V$^{-1}$. At $V=V_b$, (12) gives $(1-e^{-41})/(\gamma R)$, which is $V_b/[R(n+1)]$ apart from the negligible $e^{-41}$. Both laws thus give 0.110 s.

They also respond almost equally to moderate changes of the ramp rate. For the exponential law at fixed damage, $e^{\gamma V_b}-1\propto R$. Dropping the 1, a rate larger by the factor $r$ shifts $V_b$ by $\ln r/\gamma=V_b\ln r/(n+1)$. For the power law, (9) gives

$$V_b\left(r^{1/(n+1)}-1\right)=V_b\left[\frac{\ln r}{n+1}+\frac{(\ln r)^2}{2(n+1)^2}+\dots\right].$$

The first terms agree. At 10 V/s the laws predict 4.760 V and 4.753 V, a difference of 7 mV.

At 2.5 V, however, the exponential law gives $9.0\times10^6$ s, or 0.285 years, against 57 years. Dividing (5) by (12), without the negligible term, shows where the factor comes from:

$$\frac{t_{\rm eq}}{t_{\rm exp}}=\exp\left[n\ln\frac{V_b}{V}-(n+1)\left(1-\frac{V}{V_b}\right)\right]=e^{23.51-18.22}\approx198 .$$

At 4.0 V the two laws are still close: 12.2 s for the power law, and $0.110\ \text{s}\times e^{9.11\times0.5}\approx10.4$ s for the exponential one. A constant-voltage test half a volt below $V_b$ would have to distinguish two lifetimes whose ratio is only about 1.17. Tests at lower voltage separate the laws better, but they take longer. The 57 years are thus the consequence of the measured $V_b$ together with an assumed voltage law, and even ramps at several rates test that law only near $V_b$.

## Numbers as computed

```
Exponent n: 40
Ramp rate R: 1.0 V/s
Ramp breakdown voltage Vb: 4.50 V
Projected voltage V: 2.50 V
Ramp duration: 4.50 s
Voltage ratio Vb/V: 1.800
Acceleration (Vb/V)^n: 1.6252e+10
Equivalent time at Vb: 0.10976 s
Equivalent time at V, quadrature: 1.7837e+09 s
Equivalent time at V, formula: 1.7837e+09 s
Equivalent time at V: 56.52 Julian years
Half of the damage is reached at: 4.4246 V
Late start voltage: 4.05 V
Late start, time factor: 0.9867
Staircase step: 0.050 V, dwell: 0.050 s
Staircase factor, explicit sum: 1.2446
Staircase factor, second order: 1.2447
Vb at ramp rate 0.1 V/s: 4.2542 V
Vb at ramp rate 1.0 V/s: 4.5000 V
Vb at ramp rate 10.0 V/s: 4.7600 V
Exponent n recovered from these: 40.000
Chain: stage rates at Vb: 6.0, 9.0 1/s
Chain: hold at 4.0 V for 12.205 s
Broken fraction, exponents 40, 40:
  rising 0.1920, falling 0.1920, hold 0.1920
Broken fraction, exponents 40, 20:
  rising 0.2272, falling 0.3445, hold 0.4475
Weibull shape of lifetime: 1.5, samples: 20000
Weibull shape of Vb, expected: 61.5
Weibull shape of Vb, simulated: 62.0
Time from median Vb / median time: 1.0000
Time from mean Vb / mean time: 0.762
d ln(t_eq)/dn: 0.5634
d ln(t_eq)/d ln(Vb): 41.000
Time factor if Vb is 1 percent higher: 1.504
Time factor if n is 38 instead of 40: 0.324
Exponential law, gamma: 9.111 1/V
Exponential law, equivalent time at Vb: 0.10976 s
Exponential law, Vb at 10.0 V/s: 4.7527 V
Difference from power law there: 7.23 mV
Exponential law, equivalent time at V: 8.9999e+06 s
Exponential law, time at V: 0.285 Julian years
Power-law time / exponential-law time: 198.2
```
